# Why an Adatom on a Square Lattice Diffuses with D = Γa²: test program

```python
"""Tracer diffusion of one adatom on a square lattice.

Result under test: D = Gamma * a**2, where
  D      tracer diffusion coefficient, <R^2> = 4 D t in two dimensions
  Gamma  hop rate to ONE of the four nearest neighbours (total rate 4 Gamma)
  a      lattice spacing (length of one hop)
The hops are independent of each other and the surface is unbounded and empty.
Activated rate used in the example: Gamma = nu * exp(-E / (kB T)).
Tests use lattice units (a = 1, Gamma = 1) unless a unit is given.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit

rng = np.random.default_rng(12345)
STEPS = np.array([[1, 0], [-1, 0], [0, 1], [0, -1]])
DIAGONALS = np.array([[1, 1], [1, -1], [-1, 1], [-1, -1]])


def evolve(jumps, duration, half):
    """Integrate the master equation from a start at the central site."""
    size = 2 * half + 1
    start = np.zeros((size, size))
    start[half, half] = 1.0

    def rate_of_change(_, flat):
        grid = flat.reshape(size, size)
        change = np.zeros_like(grid)
        for dx, dy, rate in jumps:
            change += rate * (np.roll(grid, (dx, dy), (0, 1)) - grid)
        return change.ravel()

    solution = solve_ivp(rate_of_change, (0, duration), start.ravel(),
                         method="DOP853", rtol=1e-9, atol=1e-14,
                         t_eval=[duration])
    assert solution.success
    axis = np.arange(-half, half + 1)
    x, y = np.meshgrid(axis, axis, indexing="ij")
    return solution.y[:, -1].reshape(size, size), x, y


# --- Moments of the master equation, at short and at longer times ---
rate_test, spacing_test = 1.7, 0.29
single_jumps = [(dx, dy, rate_test) for dx, dy in STEPS]
print("Master equation, Gamma = 1.7 /s, a = 0.29 nm:")
print(f"  Gamma a^2 = {rate_test * spacing_test**2:.6f} nm^2/s")
for duration in (0.03, 0.3, 1.8):
    prob, x, y = evolve(single_jumps, duration, 30)
    mean_xx = np.sum(prob * x**2) * spacing_test**2
    mean_yy = np.sum(prob * y**2) * spacing_test**2
    mean_xy = np.sum(prob * x * y) * spacing_test**2
    d_numeric = (mean_xx + mean_yy) / (4 * duration)
    print(f"  t = {duration:.2f} s: <R^2>/(4t) = {d_numeric:.6f} nm^2/s")
    assert abs(d_numeric / (rate_test * spacing_test**2) - 1) < 1e-6
    assert abs(mean_xx / mean_yy - 1) < 1e-6
    assert abs(mean_xy) < 1e-8

# --- Random walks driven by four competing clocks ---
walkers, duration = 40000, 5.0
position = np.zeros((walkers, 2))
hops = np.zeros(walkers)
clock = np.zeros(walkers)
first_wait = None
while np.any(clock < duration):
    waits = rng.exponential(1.0, (walkers, 4))
    direction, wait = waits.argmin(axis=1), waits.min(axis=1)
    if first_wait is None:
        first_wait = wait.copy()
    clock += wait
    moving = clock < duration
    position[moving] += STEPS[direction[moving]]
    hops[moving] += 1
square = np.sum(position**2, axis=1)
cross = square - hops


def standard_error(sample):
    return sample.std(ddof=1) / np.sqrt(len(sample))


# Four standard errors allow for the sampling noise of the simulation.
for sample, expected in ((first_wait, 0.25), (hops, 4 * duration),
                         (cross, 0.0), (square, 4 * duration)):
    assert abs(sample.mean() - expected) < 4 * standard_error(sample)
print(f"Simulation, {walkers} walkers, Gamma t = {duration:.0f}:")
print(f"  mean first residence time = {first_wait.mean():.4f} /Gamma")
print(f"  mean number of hops = {hops.mean():.3f}")
print(f"  mean sum of cross terms = {cross.mean():.3f} a^2"
      f" (std. error {standard_error(cross):.3f})")
print(f"  D = {square.mean() / (4 * duration):.4f} Gamma a^2"
      f" (std. error {standard_error(square) / (4 * duration):.4f})")

# --- Long-time limit: Gaussian solution of the diffusion equation ---
long_time = 40.0
prob, x, y = evolve([(dx, dy, 1.0) for dx, dy in STEPS], long_time, 60)
gauss = np.exp(-(x**2 + y**2) / (4 * long_time)) / (4 * np.pi * long_time)
gauss_error = np.max(np.abs(prob - gauss)) / gauss.max()
assert gauss_error < 0.005  # remaining lattice correction, of order 1/(8 Gamma t)
print(f"Gaussian with D = Gamma a^2 at Gamma t = {long_time:.0f}:")
print(f"  largest deviation / peak height = {100 * gauss_error:.2f} %")

# --- Worked example: rough values, regime of Ag on Ag(100) ---
a_nm, barrier_ev, attempt, temperature = 0.29, 0.40, 2e12, 300.0
mass_u, observe_s, terrace_nm, coverage = 108.0, 1e-3, 100.0, 1e-5
barrier_error_ev, exchange_extra_ev, double_ratio = 0.05, 0.10, 0.03
kb_ev = const.k / const.e


def hop_rate(temp):
    return attempt * np.exp(-barrier_ev / (kb_ev * temp))


kt_ev = kb_ev * temperature
gamma = hop_rate(temperature)
diffusion = gamma * a_nm**2
print("Example (rough values, regime of Ag on Ag(100)):")
print(f"  a = {a_nm} nm, E = {barrier_ev:.2f} eV, nu = {attempt:.1e} /s")
print(f"  T = {temperature:.0f} K, kB T = {1000 * kt_ev:.2f} meV,"
      f" E/(kB T) = {barrier_ev / kt_ev:.2f}")
print(f"  Gamma = {gamma:.3e} /s, total rate = {4 * gamma:.3e} /s")
print(f"  residence time = {1e6 / (4 * gamma):.3f} us,"
      f" 1/nu = {1e12 / attempt:.2f} ps")
print(f"  D = {diffusion:.3e} nm^2/s = {diffusion * 1e-14:.3e} cm^2/s")
print(f"  in {1000 * observe_s:.0f} ms: {4 * gamma * observe_s:.0f} hops,"
      f" rms distance = {np.sqrt(4 * diffusion * observe_s):.2f} nm")
for temp in (250.0, 400.0):
    print(f"  T = {temp:.0f} K: Gamma = {hop_rate(temp):.3e} /s,"
          f" D = {hop_rate(temp) * a_nm**2:.3e} nm^2/s")

print("Effects left out of the model:")
print(f"  barrier error {barrier_error_ev:.2f} eV: D changes by a factor"
      f" {np.exp(barrier_error_ev / kt_ev):.2f}")

# Diagonal exchange moves and double-length jumps.
exchange_ratio = np.exp(-exchange_extra_ev / kt_ev)
mixed_jumps = ([(dx, dy, 1.0) for dx, dy in STEPS]
               + [(dx, dy, exchange_ratio) for dx, dy in DIAGONALS]
               + [(dx, dy, double_ratio) for dx, dy in 2 * STEPS])
prob, x, y = evolve(mixed_jumps, 2.0, 30)
d_mixed = np.sum(prob * (x**2 + y**2)) / (4 * 2.0)
assert abs(d_mixed - (1 + 2 * exchange_ratio + 4 * double_ratio)) < 1e-6
print(f"  exchange, extra barrier {exchange_extra_ev:.2f} eV (assumed):"
      f" D +{200 * exchange_ratio:.1f} %")
print(f"  double jumps, {100 * double_ratio:.0f} % of single rate (assumed):"
      f" D +{400 * double_ratio:.1f} %")
print(f"  both, from the master equation: D = {d_mixed:.4f} Gamma a^2")

# Tunnelling and reflection at a parabolic barrier top, thermally averaged.
curvature = 0.5 * barrier_ev * const.e * (2 * np.pi / (a_nm * 1e-9))**2
omega = np.sqrt(curvature / (mass_u * const.atomic_mass))
quantum_ratio = const.hbar * omega / (const.k * temperature)


def weighted_transmission(u):
    return np.exp(-u) * expit(2 * np.pi * u / quantum_ratio)


tunnel_factor = (quad(weighted_transmission, -3, 0, epsabs=1e-11)[0]
                 + quad(weighted_transmission, 0, 40, epsabs=1e-11,
                        limit=200)[0])
assert abs(tunnel_factor - (1 + quantum_ratio**2 / 24)) < 1e-5
print(f"  tunnelling, mass {mass_u:.0f} u: hbar omega ="
      f" {1000 * const.hbar * omega / const.e:.2f} meV,"
      f" rate +{100 * (tunnel_factor - 1):.2f} %")

# Loss at the two absorbing edges of a terrace, adatoms spread uniformly.
interior = round(terrace_nm / a_nm) - 1
values, vectors = eigh_tridiagonal(-2 * gamma * np.ones(interior),
                                   gamma * np.ones(interior - 1))
survival = np.sum(vectors.sum(axis=0)**2 * np.exp(values * observe_s)) / interior
loss_chain = 1 - survival
loss_formula = 4 * np.sqrt(diffusion * observe_s / np.pi) / terrace_nm
# The continuum formula misplaces each edge by about half a site.
assert abs(loss_chain - loss_formula) < a_nm / terrace_nm
print(f"  edges of a {terrace_nm:.0f} nm terrace, {1000 * observe_s:.0f} ms:"
      f" lost {100 * loss_chain:.1f} % (lattice),"
      f" {100 * loss_formula:.1f} % (formula)")

# Encounters: the relative walk of two adatoms has twice the hop rate.
relative_hops = round(8 * gamma * observe_s)
neighbourhood = np.vstack([[[0, 0]], STEPS])
swept = []
for _ in range(200):
    path = np.cumsum(STEPS[rng.integers(0, 4, relative_hops)], axis=0)
    path = np.vstack([[[0, 0]], path])
    sites = (path[:, None, :] + neighbourhood[None, :, :]).reshape(-1, 2)
    swept.append(len(np.unique(sites[:, 0] * 100003 + sites[:, 1])))
swept = np.array(swept)
print(f"  other adatoms, coverage {coverage:.0e} (assumed):"
      f" {swept.mean():.0f} sites swept in {1000 * observe_s:.0f} ms,")
print(f"    mean number of adatoms met = {coverage * swept.mean():.4f}")

print("all tests passed")
```

Output:

```
Master equation, Gamma = 1.7 /s, a = 0.29 nm:
  Gamma a^2 = 0.142970 nm^2/s
  t = 0.03 s: <R^2>/(4t) = 0.142970 nm^2/s
  t = 0.30 s: <R^2>/(4t) = 0.142970 nm^2/s
  t = 1.80 s: <R^2>/(4t) = 0.142970 nm^2/s
Simulation, 40000 walkers, Gamma t = 5:
  mean first residence time = 0.2488 /Gamma
  mean number of hops = 20.009
  mean sum of cross terms = 0.051 a^2 (std. error 0.100)
  D = 1.0030 Gamma a^2 (std. error 0.0051)
Gaussian with D = Gamma a^2 at Gamma t = 40:
  largest deviation / peak height = 0.31 %
Example (rough values, regime of Ag on Ag(100)):
  a = 0.29 nm, E = 0.40 eV, nu = 2.0e+12 /s
  T = 300 K, kB T = 25.85 meV, E/(kB T) = 15.47
  Gamma = 3.814e+05 /s, total rate = 1.525e+06 /s
  residence time = 0.656 us, 1/nu = 0.50 ps
  D = 3.207e+04 nm^2/s = 3.207e-10 cm^2/s
  in 1 ms: 1525 hops, rms distance = 11.33 nm
  T = 250 K: Gamma = 1.727e+04 /s, D = 1.453e+03 nm^2/s
  T = 400 K: Gamma = 1.825e+07 /s, D = 1.535e+06 nm^2/s
Effects left out of the model:
  barrier error 0.05 eV: D changes by a factor 6.92
  exchange, extra barrier 0.10 eV (assumed): D +4.2 %
  double jumps, 3 % of single rate (assumed): D +12.0 %
  both, from the master equation: D = 1.1618 Gamma a^2
  tunnelling, mass 108 u: hbar omega = 6.03 meV, rate +0.23 %
  edges of a 100 nm terrace, 1 ms: lost 12.5 % (lattice), 12.8 % (formula)
  other adatoms, coverage 1e-05 (assumed): 1456 sites swept in 1 ms,
    mean number of adatoms met = 0.0146
all tests passed
```
